# The finite zero-wavevector limit of the HSE short-range Coulomb kernel: a numerical check

```python
"""
Result under test: the short-range kernel v(r) = erfc(omega r)/r has the
Fourier transform v(q) = (4 pi/q^2) [1 - exp(-q^2/(4 omega^2))], whose
limit at q = 0 is pi/omega^2 (Hartree atomic units, no 1/volume factor).

omega : range-separation parameter (1/bohr)
q     : wavevector length (1/bohr)
sigma : standard deviation of a normalized Gaussian electron density (bohr)
L     : side of a periodic cube holding one spin-polarized electron (bohr)
Exchange energies are unscaled unless the HSE fraction 1/4 is mentioned.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc

omega = 0.11
sigma = 1.0
hse_fraction = 0.25
limit_value = np.pi / omega**2


def kernel_q(q):
    """Derived closed form for q > 0."""
    return -4 * np.pi / q**2 * np.expm1(-q**2 / (4 * omega**2))


# Transform from its definition: quadrature over radius and polar cosine.
r_max = 8 / omega
nodes, weights = np.polynomial.legendre.leggauss(400)
radius = 0.5 * r_max * (nodes + 1)
radial_weight = 0.5 * r_max * weights
cosines, cosine_weight = np.polynomial.legendre.leggauss(200)


def transform_by_quadrature(q):
    angular = np.cos(q * np.outer(radius, cosines)) @ cosine_weight
    return 2 * np.pi * np.sum(
        radial_weight * radius * erfc(omega * radius) * angular)


volume_integral = transform_by_quadrature(0.0)
assert abs(volume_integral / limit_value - 1) < 1e-10

q_values = [0.01, 0.05, 0.11, 0.22, 0.50, 1.00]
numeric_values = [transform_by_quadrature(q) for q in q_values]
for q, numeric in zip(q_values, numeric_values):
    assert abs(numeric / kernel_q(q) - 1) < 1e-9
    x = q**2 / (4 * omega**2)
    assert limit_value * (1 - x / 2) < numeric < limit_value

# Gaussian cosine integral and the sine integral after integration by parts.
for q in (0.05, 0.22, 0.5):
    cosine_integral = quad(
        lambda r: np.exp(-(omega * r)**2) * np.cos(q * r),
        0, r_max, epsabs=1e-11, limit=200)[0]
    formula = np.sqrt(np.pi) / (2 * omega) * np.exp(-q**2 / (4 * omega**2))
    assert abs(cosine_integral - formula) < 1e-9
    sine_integral = quad(lambda r: erfc(omega * r) * np.sin(q * r),
                         0, r_max, epsabs=1e-11, limit=200)[0]
    by_parts = (1 - 2 * omega / np.sqrt(np.pi) * cosine_integral) / q
    assert abs(sine_integral - by_parts) < 1e-9

# Coefficient of q^2 from the second moment of the kernel.
curvature = -4 * np.pi / 6 * np.sum(
    radial_weight * radius**3 * erfc(omega * radius))
assert abs(curvature / (-np.pi / (8 * omega**4)) - 1) < 1e-10

# The long-range transform must return erf(omega r)/r.
for r in (1.0, 5.0, 20.0):
    inverse = 2 / np.pi * quad(
        lambda q: np.exp(-q**2 / (4 * omega**2)) * np.sinc(q * r / np.pi),
        0, 14 * omega, epsabs=1e-12, limit=200)[0]
    assert abs(inverse - erf(omega * r) / r) < 1e-10


# Interaction of two Gaussian densities, by real-space quadrature only.
def pair_interaction(distance):
    if distance == 0:
        return quad(lambda r: 4 * np.pi * r * erfc(omega * r)
                    * np.exp(-r**2 / (4 * sigma**2))
                    / (4 * np.pi * sigma**2)**1.5,
                    0, 14 * sigma, epsabs=1e-13)[0]
    low = max(0.0, distance - 12 * sigma)
    high = distance + 12 * sigma
    integral = quad(lambda r: erfc(omega * r) * (
        np.exp(-(r - distance)**2 / (4 * sigma**2))
        - np.exp(-(r + distance)**2 / (4 * sigma**2))),
        low, high, points=[distance], epsabs=1e-13, limit=200)[0]
    prefactor = 4 * np.pi * sigma**2 / (4 * np.pi * sigma**2)**1.5
    return prefactor * integral / distance


isolated = -0.5 * pair_interaction(0)
isolated_formula = -0.5 / np.sqrt(np.pi) * (
    1 / sigma - 1 / np.sqrt(sigma**2 + 1 / (4 * omega**2)))
assert abs(isolated - isolated_formula) < 1e-10
for distance in (5.0, 15.0, 30.0):
    formula = (erf(distance / (2 * sigma)) - erf(
        distance / np.sqrt(4 * sigma**2 + 1 / omega**2))) / distance
    assert abs(pair_interaction(distance) - formula) < 1e-10
isolated_coulomb = -0.5 * quad(
    lambda r: 4 * np.pi * r * np.exp(-r**2 / (4 * sigma**2))
    / (4 * np.pi * sigma**2)**1.5, 0, 14 * sigma, epsabs=1e-13)[0]


def reciprocal_sums(L):
    """Exchange energies without G = 0: short-range and bare Coulomb."""
    m_max = int(np.ceil(6.5 / sigma * L / (2 * np.pi)))
    g = 2 * np.pi / L * np.arange(-m_max, m_max + 1)
    g2 = (g[:, None, None]**2 + g[None, :, None]**2
          + g[None, None, :]**2).ravel()
    g2 = g2[g2 > 1e-12]
    density2 = np.exp(-sigma**2 * g2)
    short = np.sum(kernel_q(np.sqrt(g2)) * density2)
    bare = np.sum(4 * np.pi / g2 * density2)
    return -0.5 * short / L**3, -0.5 * bare / L**3


def image_energy(L):
    total = 0.0
    cache = {}
    for n in itertools.product(range(-2, 3), repeat=3):
        n2 = sum(i * i for i in n)
        if n2:
            if n2 not in cache:
                cache[n2] = pair_interaction(L * np.sqrt(n2))
            total += cache[n2]
    return -0.5 * total


rows = {}
for L in (15.0, 20.0, 30.0, 40.0):
    dropped, bare = reciprocal_sums(L)
    kept = dropped - 0.5 * volume_integral / L**3
    images = image_energy(L)
    assert abs(kept - isolated - images) < 1e-9
    rows[L] = (kept - isolated, dropped - isolated,
               bare - isolated_coulomb, images)
    assert abs(rows[L][0]) < abs(rows[L][1])

# Nonzero G terms and the isolated energy alone recover the limit.
recovered = 2 * 40.0**3 * rows[40.0][1]
assert abs(recovered / limit_value - 1) < 1e-6
ratio_short = rows[30.0][1] / rows[40.0][1]
ratio_bare = rows[30.0][2] / rows[40.0][2]
assert abs(ratio_short / (4 / 3)**3 - 1) < 1e-3
assert abs(ratio_bare / (4 / 3) - 1) < 1e-2

# Unit conversion, checked against the SI expression e^2/(4 eps0 omega^2).
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_angstrom = bohr_m / const.angstrom
limit_ev = limit_value * hartree_ev * bohr_angstrom**3
limit_si = const.e**2 / (4 * const.epsilon_0 * (omega / bohr_m)**2)
assert abs(limit_si / (const.e * const.angstrom**3) / limit_ev - 1) < 1e-7

print(f"omega = {omega:.2f} 1/bohr")
print(f"sigma = {sigma:.1f} bohr")
print(f"limit pi/omega^2 = {limit_value:.4f} hartree bohr^3")
print(f"limit, converted = {limit_ev:.2f} eV angstrom^3")
print(f"volume integral by quadrature = {volume_integral:.4f} hartree bohr^3")
print(f"q^2 coefficient by quadrature = {curvature:.1f} hartree bohr^5")
print("q (1/bohr); v(q) by quadrature, v(q) by formula, 4 pi/q^2"
      " (hartree bohr^3)")
for q, numeric in zip(q_values, numeric_values):
    print(f"{q:.2f}; {numeric:.4f}, {kernel_q(q):.4f}, "
          f"{4 * np.pi / q**2:.4f}")
print(f"v(2 omega)/v(0) = {numeric_values[3] / volume_integral:.5f}"
      " (no unit)")
print(f"isolated short-range exchange energy = {isolated:.7f} hartree")
print(f"isolated bare Coulomb exchange energy = {isolated_coulomb:.7f} hartree")
print("Exchange-energy errors against the isolated orbital (hartree)")
print("L (bohr); G=0 kept, G=0 dropped, bare Coulomb G=0 dropped,"
      " image sum")
for L, (kept, dropped, bare, images) in rows.items():
    print(f"{L:.0f}; {kept:.2e}, {dropped:.4e}, {bare:.4e}, {images:.2e}")
print(f"dropped-term error ratio, L=30 to L=40 = {ratio_short:.4f} (no unit)")
print(f"bare Coulomb error ratio, L=30 to L=40 = {ratio_bare:.4f} (no unit)")
print(f"limit recovered from G not 0, L=40 = {recovered:.4f} hartree bohr^3")
shift = 0.5 * limit_value / 30.0**3
print(f"shift pi/(2 omega^2 V), L=30 = {shift:.4e} hartree")
print(f"HSE exchange fraction = {hse_fraction:.2f} (no unit)")
print(f"shift with HSE fraction, L=30 = {hse_fraction * shift:.4e} hartree")
print(f"same shift, converted = {hse_fraction * shift * hartree_ev:.4f} eV")
print("no test failed")
```

It prints:

```
omega = 0.11 1/bohr
sigma = 1.0 bohr
limit pi/omega^2 = 259.6358 hartree bohr^3
limit, converted = 1046.93 eV angstrom^3
volume integral by quadrature = 259.6358 hartree bohr^3
q^2 coefficient by quadrature = -2682.2 hartree bohr^5
q (1/bohr); v(q) by quadrature, v(q) by formula, 4 pi/q^2 (hartree bohr^3)
0.01; 259.3677, 259.3677, 125663.7061
0.05; 253.0443, 253.0443, 5026.5482
0.11; 229.7249, 229.7249, 1038.5430
0.22; 164.1211, 164.1211, 259.6358
0.50; 49.9784, 49.9784, 50.2655
1.00; 12.5664, 12.5664, 12.5664
v(2 omega)/v(0) = 0.63212 (no unit)
isolated short-range exchange energy = -0.2214834 hartree
isolated bare Coulomb exchange energy = -0.2820948 hartree
Exchange-energy errors against the isolated orbital (hartree)
L (bohr); G=0 kept, G=0 dropped, bare Coulomb G=0 dropped, image sum
15; -4.91e-03, 3.3559e-02, 9.2715e-02, -4.91e-03
20; -3.60e-04, 1.5867e-02, 7.0147e-02, -3.60e-04
30; -5.17e-07, 4.8076e-03, 4.7056e-02, -5.17e-07
40; -9.17e-11, 2.0284e-03, 3.5368e-02, -9.17e-11
dropped-term error ratio, L=30 to L=40 = 2.3701 (no unit)
bare Coulomb error ratio, L=30 to L=40 = 1.3305 (no unit)
limit recovered from G not 0, L=40 = 259.6357 hartree bohr^3
shift pi/(2 omega^2 V), L=30 = 4.8081e-03 hartree
HSE exchange fraction = 0.25 (no unit)
shift with HSE fraction, L=30 = 1.2020e-03 hartree
same shift, converted = 0.0327 eV
no test failed
```
